# Why a Defect's Stable Charge Never Rises with the Fermi Energy: test program

```python
# RESULT UNDER TEST
# The lowest formation energy E_min(F) = min over q of (E_q + q F) is concave
# and piecewise linear in the Fermi energy F, and the stable charge q never
# rises with F.
# Symbols: q = defect charge (elementary charges); F = Fermi energy above the
# valence-band edge (eV); E_q = formation energy at F = 0 (eV), independent
# of F; level(p/q) = F at which charges p and q have equal energy;
# g_q = spin degeneracy; kT = thermal energy (eV).
# Example: round model values in the rough regime of a vacancy in silicon.
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc


def stable_windows(energy):
    """Charges that are lowest somewhere, with their windows, in order of F."""
    windows = []
    for q in sorted(energy, reverse=True):
        low = max([(energy[q] - energy[p]) / (p - q)
                   for p in energy if p > q], default=-np.inf)
        high = min([(energy[r] - energy[q]) / (q - r)
                    for r in energy if r < q], default=np.inf)
        if low < high:
            windows.append((q, low, high))
    return windows


def charge_from_windows(windows, fermi):
    result = np.full(len(fermi), 99)
    for q, low, high in windows:
        result[(fermi > low) & (fermi < high)] = q
    return result


# ---- Random defects: direct minimisation against the window formula ----
rng = np.random.default_rng(7)
skipped_cases = 0
for trial in range(500):
    charges = rng.choice(np.arange(-4, 5), size=6, replace=False)
    energies = rng.uniform(0.0, 5.0, size=6)
    fermi = np.sort(rng.uniform(-6.0, 6.0, size=400))
    lines = energies[:, None] + charges[:, None] * fermi
    direct_charge = charges[np.argmin(lines, axis=0)]
    assert np.all(np.diff(direct_charge) <= 0)
    windows = stable_windows(dict(zip(charges.tolist(), energies.tolist())))
    assert np.array_equal(direct_charge, charge_from_windows(windows, fermi))
    for left, right in zip(windows[:-1], windows[1:]):
        assert np.isclose(left[2], right[1], atol=1e-12)
    a, b, weight = rng.uniform(-6, 6), rng.uniform(-6, 6), rng.uniform()
    lowest_at = lambda x: np.min(energies + charges * x)
    chord = weight * lowest_at(a) + (1 - weight) * lowest_at(b)
    assert lowest_at(weight * a + (1 - weight) * b) >= chord - 1e-12
    skipped_cases += len(windows) < 6
assert skipped_cases > 0

# ---- Interacting two-orbital defect, diagonalised in full Fock space ----
sign, lower, unit = np.diag([1.0, -1.0]), np.array([[0, 1.0], [0, 0]]), np.eye(2)
destroy = [reduce(np.kron, [sign] * j + [lower] + [unit] * (3 - j))
           for j in range(4)]
occ = [c.T @ c for c in destroy]
number = sum(occ)
hop = sum(destroy[s].T @ destroy[s + 2] for s in (0, 1))
hamiltonian = (0.8 * (occ[2] + occ[3]) + 0.2 * (hop + hop.T)
               - 0.5 * occ[0] @ occ[1] + 0.6 * occ[2] @ occ[3]
               + 0.3 * (occ[0] + occ[1]) @ (occ[2] + occ[3]))
sector_energy = {}
for electrons in range(5):
    index = np.where(np.isclose(np.diag(number), electrons))[0]
    block = hamiltonian[np.ix_(index, index)]
    sector_energy[2 - electrons] = np.linalg.eigvalsh(block)[0]
fock_fermi = np.linspace(-1.00137, 3.00271, 401)
fock_energy, fock_charge = [], []
for F in fock_fermi:
    values, vectors = np.linalg.eigh(hamiltonian + F * (2 * np.eye(16) - number))
    ground = vectors[:, 0]
    fock_energy.append(values[0])
    fock_charge.append(2 - ground @ number @ ground)
fock_windows = stable_windows(sector_energy)
assert np.allclose(fock_charge, charge_from_windows(fock_windows, fock_fermi),
                   atol=1e-7)
assert np.all(np.diff(fock_charge) < 1e-7)
assert np.max(np.diff(fock_energy, 2)) < 1e-11
fock_sequence = [w[0] for w in fock_windows]
assert len(fock_sequence) < 5  # this defect skips a charge

# ---- Worked example ----
E = {2: 3.40, 1: 3.55, 0: 3.60, -1: 4.30, -2: 5.30}
spin_g = {2: 1, 1: 2, 0: 1, -1: 2, -2: 1}
gap, temperature = 1.12, 300.0
kT = const.k * temperature / const.e
q_array = np.array(list(E))
E_array = np.array([E[q] for q in E])
g_array = np.array([spin_g[q] for q in E])


def e_min(F):
    return np.min(E_array + q_array * F)


def lowest_charges(F):
    line = E_array + q_array * F
    return [int(q) for q in q_array[line < line.min() + 1e-9]]


windows = stable_windows(E)
levels = [w[2] for w in windows[:-1]]
names = [f"({a[0]:+d}/{b[0]:+d})" for a, b in zip(windows[:-1], windows[1:])]
assert [w[0] for w in windows] == [2, 0, -1, -2]
for (left, right, level) in zip(windows[:-1], windows[1:], levels):
    h = 1e-4
    kink = (e_min(level + h) - 2 * e_min(level) + e_min(level - h)) / h
    assert abs(kink - (right[0] - left[0])) < 1e-8
U = E[2] + E[0] - 2 * E[1]
height = E[1] + levels[0] - e_min(levels[0])
assert U < 0 and abs(height - abs(U) / 2) < 1e-12

# ---- Finite temperature ----


def probabilities(F):
    line = E_array + q_array * F
    weights = g_array * np.exp(-(line - line.min()) / kT)
    return weights / weights.sum()


def phi(F):
    line = E_array + q_array * F
    weights = g_array * np.exp(-(line - line.min()) / kT)
    return line.min() - kT * np.log(weights.sum())


def mean_charge(F):
    return probabilities(F) @ q_array


step = 2e-5
lowering = []
for F in np.linspace(0.0, gap, 57):
    slope = (phi(F + step) - phi(F - step)) / (2 * step)
    assert abs(slope - mean_charge(F)) < 1e-5
    charge_slope = (mean_charge(F + step) - mean_charge(F - step)) / (2 * step)
    variance = probabilities(F) @ (q_array - mean_charge(F)) ** 2
    assert abs(charge_slope + variance / kT) < 1e-3
    lowering.append(e_min(F) - phi(F))
assert min(lowering) > -1e-12
assert max(lowering) <= kT * np.log(g_array.sum())
skipped_share = probabilities(levels[0])[list(E).index(1)]
width = (brentq(lambda F: mean_charge(F) + 0.9, 0.6, 0.9)
         - brentq(lambda F: mean_charge(F) + 0.1, 0.4, 0.7))
assert abs(width - 2 * kT * np.log(9)) < 1e-3
i0, i1 = list(E).index(0), list(E).index(-1)
equal_share = brentq(lambda F: probabilities(F)[i0] - probabilities(F)[i1],
                     0.5, 0.9)
assert abs(equal_share - (levels[1] - kT * np.log(2))) < 1e-9

# ---- Free carriers and their screening of the defect charge ----
mass_ratio, eps_r = 1.1, 11.7   # rough density-of-states mass, permittivity
band_density = 2 * (2 * np.pi * mass_ratio * const.m_e * const.k * temperature
                    / const.h ** 2) ** 1.5
eps = eps_r * const.epsilon_0


def carriers_full(depth):
    integral = quad(lambda x: np.sqrt(x) / (1 + np.exp(x + depth / kT)), 0, 60)[0]
    return band_density * 2 / np.sqrt(np.pi) * integral


def carriers_boltzmann(F):
    return band_density * (np.exp(-F / kT) + np.exp(-(gap - F) / kT))


def debye_length(F):
    return np.sqrt(eps * kT / (const.e * carriers_boltzmann(F)))


def screening(F):
    """Energy lowering per squared charge, eV."""
    return const.e / (8 * np.pi * eps * debye_length(F))


# The cloud must hold the opposite unit charge; half its potential is the energy.
length = debye_length(levels[0])
cloud_charge = quad(lambda x: x * np.exp(-x), 0, 60)[0]
cloud_density = lambda r: np.exp(-r / length) / (4 * np.pi * length ** 2 * r)
cloud_potential = quad(lambda x: cloud_density(x * length) * const.e * x
                       * length ** 2 / eps, 0, 60)[0]
assert abs(cloud_charge - 1) < 1e-8
assert abs(cloud_potential / 2 / screening(levels[0]) - 1) < 1e-6
screened_first = brentq(lambda F: E[2] - 4 * screening(F) + 2 * F - E[0],
                        0.08, 0.3)
screened_last = brentq(lambda F: (E[-1] - screening(F) - F)
                       - (E[-2] - 4 * screening(F) - 2 * F), 0.8, 1.04)
screen_grid = np.linspace(0.08, 1.04, 961)
screen_lines = (E_array[:, None] + q_array[:, None] * screen_grid
                - q_array[:, None] ** 2 * screening(screen_grid))
assert np.all(np.diff(q_array[np.argmin(screen_lines, axis=0)]) <= 0)
assert np.max(np.diff(screen_lines.min(axis=0), 2)) < 1e-12
hole_density = carriers_full(levels[0])
boltzmann_error = band_density * np.exp(-levels[0] / kT) / hole_density - 1

# ---- Image-charge error of a periodic cubic cell, by Ewald summation ----


def madelung(split):
    m = np.arange(-5, 6)
    squared = np.add.outer(np.add.outer(m ** 2, m ** 2), m ** 2).ravel()
    squared = squared[squared > 0]
    distance, k2 = np.sqrt(squared), 4 * np.pi ** 2 * squared
    return -(np.sum(erfc(split * distance) / distance)
             + np.sum(4 * np.pi / k2 * np.exp(-k2 / (4 * split ** 2)))
             - np.pi / split ** 2 - 2 * split / np.sqrt(np.pi))


alpha = madelung(2.0)
assert abs(alpha - madelung(2.5)) < 1e-8
cell_edge = 3 * 0.543e-9        # 216 atoms, rough silicon lattice constant
image = alpha * const.e / (8 * np.pi * eps * cell_edge)
raw = {q: E[q] - q * q * image for q in E}
U_raw = raw[2] + raw[0] - 2 * raw[1]
gap_slope, warm = 0.3e-3, 400.0  # rough gap narrowing in eV/K; hot use in K

# ---- Output ----
print("Random defects tested:", 500, "; with skipped charges:", skipped_cases)
print("Fock-space model, stable charges as F rises:", fock_sequence)
for q in E:
    print(f"Input E_q, q = {q:+d}: {E[q]:.2f} eV")
print(f"Gap: {gap:.2f} eV; temperature: {temperature:.0f} K; kT: {1e3*kT:.2f} meV")
for name, level in zip(names, levels):
    print(f"Level {name}: {level:.3f} eV, E_min there: {e_min(level):.3f} eV")
print(f"Crossing (+2/+1): {E[1]-E[2]:.3f} eV; (+1/+0): {E[0]-E[1]:.3f} eV")
print(f"U of charge +1: {U:.3f} eV; its height at (+2/+0): {height:.3f} eV")
for F in (0.0, 0.05, 0.45, 0.85, gap):
    print(f"F = {F:.2f} eV: E_min = {e_min(F):.3f} eV, charge {lowest_charges(F)}")
print(f"Chord midpoint, F = 0.05 to 0.85: {(e_min(0.05)+e_min(0.85))/2:.3f} eV")
print(f"Share of charge +1 at (+2/+0): {100*skipped_share:.1f} %")
print(f"Largest thermal lowering E_min - Phi: {1e3*max(lowering):.1f} meV")
print(f"Bound kT ln(sum g): {1e3*kT*np.log(g_array.sum()):.1f} meV")
print(f"10-90 % width of the (+0/-1) step: {1e3*width:.0f} meV")
print(f"Equal shares of 0 and -1 at F = {equal_share:.3f} eV")
print(f"Shift for threefold orientation, kT ln 3: {1e3*kT*np.log(3):.1f} meV")
print(f"Rough inputs: mass ratio {mass_ratio}, relative permittivity {eps_r}")
print(f"Hole density at (+2/+0): {hole_density*1e-6:.2e} cm^-3")
print(f"Electron density at (-1/-2): {carriers_full(gap-levels[2])*1e-6:.2e} cm^-3")
print(f"Boltzmann error in hole density: {100*boltzmann_error:.2f} %")
print(f"Debye length at (+2/+0): {length*1e9:.1f} nm")
print(f"Mean hole spacing there: {hole_density**(-1/3)*1e9:.1f} nm")
print(f"Screening energy of charge +2 there: {4e3*screening(levels[0]):.0f} meV")
print(f"Screened level (+2/+0): {screened_first:.3f} eV")
print(f"Screened level (-1/-2): {screened_last:.3f} eV")
print(f"Gap narrowing, 300 to 400 K: {1e3*gap_slope*(warm-temperature):.0f} meV")
print(f"Madelung constant, cubic cell: {alpha:.4f}")
print(f"Cell edge, 216 atoms: {cell_edge*1e9:.3f} nm")
print(f"Image error per squared charge: {1e3*image:.0f} meV")
print(f"U of charge +1 without image correction: {U_raw:.3f} eV")
site_log = -e_min(levels[0]) / (kT * np.log(10))
print(f"log10 of site fraction exp(-E_min/kT) at (+2/+0): {site_log:.1f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Random defects tested: 500 ; with skipped charges: 500
Fock-space model, stable charges as F rises: [2, 0, -1, -2]
Input E_q, q = +2: 3.40 eV
Input E_q, q = +1: 3.55 eV
Input E_q, q = +0: 3.60 eV
Input E_q, q = -1: 4.30 eV
Input E_q, q = -2: 5.30 eV
Gap: 1.12 eV; temperature: 300 K; kT: 25.85 meV
Level (+2/+0): 0.100 eV, E_min there: 3.600 eV
Level (+0/-1): 0.700 eV, E_min there: 3.600 eV
Level (-1/-2): 1.000 eV, E_min there: 3.300 eV
Crossing (+2/+1): 0.150 eV; (+1/+0): 0.050 eV
U of charge +1: -0.100 eV; its height at (+2/+0): 0.050 eV
F = 0.00 eV: E_min = 3.400 eV, charge [2]
F = 0.05 eV: E_min = 3.500 eV, charge [2]
F = 0.45 eV: E_min = 3.600 eV, charge [0]
F = 0.85 eV: E_min = 3.450 eV, charge [-1]
F = 1.12 eV: E_min = 3.060 eV, charge [-2]
Chord midpoint, F = 0.05 to 0.85: 3.475 eV
Share of charge +1 at (+2/+0): 12.6 %
Largest thermal lowering E_min - Phi: 28.4 meV
Bound kT ln(sum g): 50.3 meV
10-90 % width of the (+0/-1) step: 114 meV
Equal shares of 0 and -1 at F = 0.682 eV
Shift for threefold orientation, kT ln 3: 28.4 meV
Rough inputs: mass ratio 1.1, relative permittivity 11.7
Hole density at (+2/+0): 6.01e+17 cm^-3
Electron density at (-1/-2): 2.78e+17 cm^-3
Boltzmann error in hole density: 0.74 %
Debye length at (+2/+0): 5.3 nm
Mean hole spacing there: 11.9 nm
Screening energy of charge +2 there: 47 meV
Screened level (+2/+0): 0.117 eV
Screened level (-1/-2): 0.983 eV
Gap narrowing, 300 to 400 K: 30 meV
Madelung constant, cubic cell: 2.8373
Cell edge, 216 atoms: 1.629 nm
Image error per squared charge: 107 meV
U of charge +1 without image correction: -0.314 eV
log10 of site fraction exp(-E_min/kT) at (+2/+0): -60.5
ALL CHECKS PASSED
```
